# Surface generation velocity and bulk generation lifetime from a gated diode

## Question

A silicon gated diode has n⁺ fingers in a uniformly doped p-type substrate. Between the fingers lie gate strips 40 µm wide, so electrons generated under a strip can leave on both sides. The fingers are held at a reverse bias $V_R=3$ V relative to the substrate. At 300 K the reverse current is measured with the surface under the gate in three states:

- accumulated: $I_{acc}=4.0$ pA
- depleted: $I_{dep}=24.0$ pA
- inverted: $I_{inv}=12.0$ pA

The total gate area is $A_G=0.010$ cm². The depletion widths under the gate are $W_{dep}=0.80$ µm in the depleted state and $W_{inv}=1.53$ µm at the onset of inversion. The acceptor density is $N=2\times10^{15}$ cm⁻³, the intrinsic density $n_i=10^{10}$ cm⁻³, the permittivity $\varepsilon=11.7\,\varepsilon_0$ and the thermal voltage $V_t=kT/q=25.85$ mV. The bulk trap lies at midgap and has equal electron and hole lifetimes.

Electron and hole quasi-Fermi levels are taken as flat through the depleted layer and separated by $qV_R$. The potential $\psi$ is zero in the neutral substrate and $\psi_s$ at the surface.

## (a) In which states does the surface generate?

*Find the bulk and surface generation rates, define $\tau_g$ and $s_g$ from them, and decide in which of the three states the surface contributes.*

**Answer.** The carrier densities are

$$p=Ne^{-\psi/V_t},\qquad n=\frac{n_i^2}{N}e^{(\psi-V_R)/V_t}.$$

With the Fermi potential $\phi_F=V_t\ln(N/n_i)=0.3156$ V they become

$$\frac{p}{n_i}=e^{(\phi_F-\psi)/V_t},\qquad \frac{n}{n_i}=e^{(\psi-V_R-\phi_F)/V_t}.$$

Their product is $pn=n_i^2e^{-V_R/V_t}$, negligible beside $n_i^2$. For a trap at energy $e_t$ above midgap, in units of $kT$, the Shockley-Read-Hall net generation rate is

$$G=\frac{n_i^2-pn}{\tau_p(n+n_ie^{e_t})+\tau_n(p+n_ie^{-e_t})}.$$

Dropping $pn$ and dividing numerator and denominator by $n_i$ gives

$$G=\frac{n_i}{\tau_g+\tau_n p/n_i+\tau_p n/n_i},\qquad \tau_g=\tau_pe^{e_t}+\tau_ne^{-e_t}.\tag{1}$$

Where both carriers are scarce, $G=n_i/\tau_g$. This defines the generation lifetime. For the present trap $\tau_g=2\tau_n=2\tau_p$, so it is not the recombination lifetime.

The surface rate per area has the same form. For a midgap surface level with equal capture velocities $s_0$,

$$G_s=\frac{n_i^2-p_sn_s}{(n_s+p_s+2n_i)/s_0}\simeq\frac{n_is_g}{1+(n_s+p_s)/2n_i},\qquad s_g=\frac{s_0}{2}.\tag{2}$$

Thus $s_g$ is defined by the full rate $n_is_g$; a convention that writes this rate as $n_is_0/2$ quotes a number twice as large.

Full surface generation needs $p_s,n_s\ll n_i$, so $\psi_s$ must lie several $V_t$ inside the window $\phi_F<\psi_s<V_R+\phi_F$, here 0.32 to 3.32 V. The depleted state has $\psi_s=1.016$ V, as found in (d), and the factor multiplying $n_is_g$ is 1.0000. In accumulation holes fill the traps and suppress electron-hole pair generation: the factor is $6.7\times10^{-8}$ at $\psi_s=-5V_t$. In inversion electrons do the same: it is $2.5\times10^{-8}$ at 155 mV beyond onset. The surface therefore contributes appreciably only in the depleted state.

## (b) Current balance

*Let $w_{dep}$ and $w_{inv}$ be the widths over which the bulk effectively generates at the rate $n_i/\tau_g$. Find $\tau_g$ and $s_g$.*

**Answer.** Each generated pair carries one charge $q$ round the circuit. Assume that the current of the finger junctions is the same in all three states. In accumulation there is no depleted layer beneath the gate, apart from its edges, so $I_{acc}$ is this junction current. Then

$$I_{inv}-I_{acc}=qn_iA_G\frac{w_{inv}}{\tau_g},\tag{3}$$

$$I_{dep}-I_{acc}=qn_iA_G\left(\frac{w_{dep}}{\tau_g}+s_g\right).\tag{4}$$

Equation (3) gives

$$\tau_g=\frac{qn_iA_Gw_{inv}}{I_{inv}-I_{acc}}.\tag{5}$$

It also gives $1/\tau_g=(I_{inv}-I_{acc})/(qn_iA_Gw_{inv})$. Inserting this in (4) and solving for $s_g$,

$$s_g=\frac{(I_{dep}-I_{acc})-(w_{dep}/w_{inv})(I_{inv}-I_{acc})}{qn_iA_G}.\tag{6}$$

If $w_{dep}=w_{inv}$, the junction current cancels and $s_g=(I_{dep}-I_{inv})/(qn_iA_G)$. In general the depleted state has the thinner layer, and this shorter expression subtracts too much bulk current.

## (c) First estimate

*Evaluate the results with the full depletion widths in place of $w$.*

**Answer.** The current per unit velocity is

$$qn_iA_G=(1.602\times10^{-19})(10^{10})(0.010)\ \text{A per cm/s}=16.02\ \text{pA per cm/s}.$$

The two current differences, expressed as velocities, are

$$\frac{8.0}{16.02}=0.499\ \text{cm/s},\qquad \frac{20.0}{16.02}=1.248\ \text{cm/s}.$$

Hence

$$\tau_g\approx\frac{1.53\times10^{-4}\ \text{cm}}{0.499\ \text{cm/s}}=306\ \text{µs},$$

$$s_g\approx1.248-\frac{0.80}{1.53}(0.499)=0.987\ \text{cm/s}.$$

The equal-width expression would give 0.749 cm/s.

## (d) How much of the depleted layer generates?

*Find $w_{dep}$ and $w_{inv}$ from the given depletion widths.*

**Answer.** Let $y$ run from the neutral substrate towards the surface. Poisson's equation is

$$\psi''=\frac q\varepsilon(N-p+n).$$

Multiply by $\psi'$ and integrate from the substrate, where $\psi=\psi'=0$. Since $n/N=e^{(\psi-V_R-2\phi_F)/V_t}$,

$$\frac{\psi'^2}{2}=\frac{qN}{\varepsilon}\left[\psi-V_t(1-e^{-\psi/V_t})+V_te^{(\psi-V_R-2\phi_F)/V_t}\right],\tag{7}$$

apart from a negligible constant from the electron term. For $\psi\gg V_t$ and below inversion this reduces to

$$\psi'=\frac2k\sqrt{\psi-V_t},\qquad k=\sqrt{\frac{2\varepsilon}{qN}}=0.8041\ \text{µm V}^{-1/2}.\tag{8}$$

Define $W$ by the missing hole charge, $W=\int(1-p/N)\,dy$. One integration of Poisson's equation without electrons gives $\psi'_s=qNW/\varepsilon=2W/k^2$, so

$$W=k\sqrt{\psi_s-V_t}.\tag{9}$$

This also holds at onset, $\psi_s=V_R+2\phi_F$, to first order in $V_t$. There the electron term in (7) is $V_t$, giving $\psi'_s=(2/k)\sqrt{\psi_s}$, while the electrons themselves account for a width $V_t/\psi'_s=kV_t/(2\sqrt{\psi_s})$. The remainder, $k\sqrt{\psi_s}-kV_t/(2\sqrt{\psi_s})$, agrees with (9) to that order. The bias and doping then predict $W_{inv}=1.527$ µm, consistent with the given 1.53 µm.

**Bulk side.** Here electrons are negligible, and (1) becomes

$$\frac{\tau_gG}{n_i}=\frac1{1+e^{-(\psi-\psi_b)/V_t}},\qquad \psi_b=\phi_F-V_t\ln\frac{\tau_g}{\tau_n}.\tag{10}$$

This is a smooth step in $\psi$, centred on $\psi_b$. The generation width is its integral over $dy=d\psi/\psi'=g(\psi)\,d\psi$, with $g=k/(2\sqrt{\psi-V_t})$. Replace the smooth step by a sharp one. Their difference is odd about $\psi_b$, so it gives nothing when $g$ is constant. The slope of $g$ leaves the first correction,

$$\delta w=g'(\psi_b)V_t^2\left(-2\int_0^\infty\frac{x\,dx}{1+e^x}\right)=-\frac{\pi^2}{6}V_t^2g'(\psi_b)=\frac{\pi^2kV_t^2}{24(\psi_b-V_t)^{3/2}}.$$

For the present data this is about 0.0016 µm, or 0.4 % of the $w_{dep}$ found below. The sharp cut will do.

With $\tau_g/\tau_n=2$, $\psi_b=\phi_F-V_t\ln2=0.2976$ V, computed from unrounded values. By (9) the quenched layer has thickness

$$d_b=0.8041\sqrt{0.2976-0.0259}=0.419\ \text{µm}.$$

In the depleted state the surface itself is not quenched, so

$$w_{dep}=W_{dep}-d_b=0.80-0.419=0.381\ \text{µm}.$$

The corresponding surface potential is $\psi_s=(0.80/0.8041)^2+0.0259=1.016$ V.

**Surface side in inversion.** Holes are negligible here, and electrons produce a second step, centred on

$$\psi_t=V_R+\phi_F+V_t\ln\frac{\tau_g}{\tau_p}.$$

The given width fixes the onset potential, $V_R+2\phi_F=(1.53/0.8041)^2+0.0259=3.646$ V. Subtracting one $\phi_F$ and adding $V_t\ln2$ gives $\psi_t=3.349$ V. Therefore

$$w_{inv}=k\sqrt{\psi_t-V_t}-d_b=1.466-0.419=1.047\ \text{µm}.$$

Electrons quench another 0.064 µm near the surface. The bulk-side layer is much thicker because the field there is weak: the same change of potential takes more distance.

The state to which $W_{inv}$ refers matters slightly. Beyond onset the electron term in (7) must grow from $V_t$ to a size comparable with 3.6 V before it strongly raises the field, which takes about $5V_t$. Meanwhile the hole-free layer still widens, by 1.86 % at 155 mV beyond onset. The generation width shows no change at the printed precision, since the added region is already quenched. Supplying the wider $W_{inv}$ to the onset formula would raise $\tau_g$ by 2.8 % and $s_g$ by 0.5 %.

## (e) Corrected values and their sensitivity

*Evaluate $\tau_g$ and $s_g$ with the generation widths. Explain why the two answers change by different amounts.*

**Answer.** From (5) and (6),

$$\tau_g=\frac{1.047\times10^{-4}\ \text{cm}}{0.4993\ \text{cm/s}}=210\ \text{µs}=2.10\times10^{-4}\ \text{s},$$

$$s_g=1.248-\frac{0.381}{1.047}(0.499)=1.07\ \text{cm/s}.$$

The full-width lifetime was too long by 46 % of the corrected value, because $\tau_g$ is proportional to $w_{inv}$. The velocity depends on the ratio of widths, which falls from 0.523 to 0.364. Its change is therefore

$$(0.523-0.364)(0.499)=0.08\ \text{cm/s}.$$

This is small here because the surface dominates: of the 20 pA added on going from accumulation to depletion, 17.1 pA come from the surface and 2.9 pA from the bulk. With the same widths and bulk current but a true $s_g$ below 0.08 cm/s, the full-width estimate would be negative. The insensitivity belongs to this sample, not to every gated diode.

A numerical solution of Poisson's equation with both carriers and the complete rates (1) and (2) tests the corrected pair. It returns current differences of 7.99 and 20.01 pA, against the given 8 and 20 pA. The full-width pair returns 5.46 and 17.8 pA.

At fixed doping a larger $V_R$ brings $w_{inv}/W_{inv}$ towards one, but slowly, since the main missing fraction is $d_b/W_{inv}\propto(V_R+2\phi_F)^{-1/2}$. At 30 V, (9) and the two cuts still give a ratio of about 0.90, while the peak field would be nearly three times its value at 3 V.

## (f) What limits the result in a real device?

*Estimate the lateral pile-up of electrons under the depleted gate, then assess the other neglected effects.*

**Answer.** Electrons generated under the depleted strip must diffuse to a finger. The surface field is $F_s=qNW_{dep}/\varepsilon=24.7$ kV/cm, which confines them to a layer of thickness $\ell=V_t/F_s=10.4$ nm. Let $x$ run from the middle of the strip to the finger at $L=20$ µm. To first order the source is uniform:

$$D\ell\,n_s''=-n_iS,\qquad S=s_g+\frac{w_{dep}}{\tau_g}=1.248\ \text{cm/s}.$$

Symmetry requires $n_s'(0)=0$, and the finger removes electrons, so $n_s(L)\approx0$. Integrating twice,

$$n_s=\frac{n_iS}{2D\ell}(L^2-x^2).$$

The mean of $L^2-x^2$ is $2L^2/3$. By (2), the lost fraction of surface generation is the mean of $n_s/2n_i$ when this is small:

$$\frac{SL^2}{6D\ell}=\frac{(1.248)(2\times10^{-3})^2}{6(15.5)(1.04\times10^{-6})}\approx5\,\%.$$

Here $D=\mu V_t=15.5$ cm²/s for a rough surface mobility of 600 cm²/Vs. Solving the equation with the quenched surface rate gives 4.6 %, so for the midgap level with equal capture velocities assumed in (2) the extracted $s_g$ is low by about this amount. Surface levels that capture electrons faster than holes are quenched at a lower electron density, and the loss is then larger. At fixed $S$, $D$ and $\ell$ the first-order loss grows as $L^2$. A strip five times wider would violate the assumption of small loss.

The remaining estimates are these.

- **Gate edges.** In accumulation the finger's own depletion layer can reach beneath the gate edge, so part of the gate area may already contribute to $I_{acc}$. The scale of this fraction is $W_{inv}/L=7.6\,\%$; it is not a calculated correction.
- **Substrate diffusion.** The minority density $n_i^2/N$ falls to zero over a diffusion length $\sqrt{D\tau_r}$. This gives an equivalent velocity $(n_i/N)\sqrt{D/\tau_r}=0.0029$ cm/s, or 0.05 pA, for a rough bulk mobility of 1300 cm²/Vs and recombination lifetime $\tau_r=100$ µs. The diffusion length, about 0.6 mm, is much larger than the strip width, so the fingers collect nearly the same diffusion current in all three states and most of it cancels in the current differences.
- **Temperature.** Near 300 K, $n_i$ changes by about 7.7 % per kelvin if the gap is held fixed, and by slightly more than 8 % when the narrowing of the gap with temperature is included. At fixed measured currents and generation widths, $\tau_g\propto n_i$ and $s_g\propto1/n_i$, so any error in $n_i$ enters both results directly.
- **Avalanche.** Under the gate and away from the fingers, the peak field at the onset of inversion, 47 kV/cm, is 0.16 of a rough avalanche field of 300 kV/cm. Beyond onset the electrons raise the surface field further, but chiefly within their own thin layer. Where the gate overlaps a finger, the field depends on the gate voltage and the oxide thickness. It is largest in accumulation and can be much higher with a thin oxide. If it adds to $I_{acc}$, the junction current is not the same in all three states, and (3) and (4) subtract too much.

Field-enhanced emission needs more care. A carrier may be thermally lifted to an energy $E$ below the band edge and tunnel through the remaining triangular barrier. Relative to ordinary emission it gains a Boltzmann factor $e^{E/kT}$ and pays the semiclassical tunnelling factor. For a trap depth $\Delta E$ and field $F$, a semiclassical estimate of the relative increase is

$$\Gamma=\int_0^{\Delta E}\frac{dE}{kT}\exp\left(\frac E{kT}-\frac{4\sqrt{2m^*}E^{3/2}}{3q\hbar F}\right).$$

With a midgap trap, a gap of 1.12 eV and a rough mass of $0.25\,m_e$, this integral gives a mean increase of 40 % in the inverted generation layer and 35 % at the depleted surface. These numbers should not be used as corrections. At such weak fields most of the integral comes from energies close to the band edge, where the tunnelling exponent is below one and the semiclassical factor fails.

For bulk traps a better guide to tunnelling is the thermal density of carriers at the trap, to which emission is proportional if the capture coefficient is unchanged. For a parabolic band in a uniform field, quantum mechanics raises this density by the factor

$$\exp\left[\frac{(q\hbar F)^2}{24m^*(kT)^3}\right],$$

which is an increase of less than 2 % at the fields found here, with the same rough mass. This figure assumes that the capture coefficient does not depend on the carrier's energy. A midgap level captures by emitting many phonons, and a carrier that has tunnelled below the band edge has less energy to release, so capture becomes easier and the field effect is larger. For rough values of 2 to 3.5 for the Huang-Rhys factor and 40 to 68 meV for the phonon energy, the increase is about 4 to 17 % at 47 kV/cm and 2 to 7 % averaged over the inverted generation layer. These trap parameters are not known here, so no tunnelling correction is applied, and the bulk lifetime carries an uncertainty of this size. The factor assumes a uniform field on both sides of the trap, so it does not apply to surface traps at the oxide wall, and no correction to $s_g$ is estimated.

Attraction by the trap itself is a separate effect. Each emission changes the trap's charge by one unit, so in every generation cycle one of the two carriers leaves behind a charge that attracts it. The field lowers the barrier for that carrier. For a pure Coulomb well the lowering along the field is $\sqrt{q^3F/\pi\varepsilon}$, which is $1.35\,kT$ at 24.7 kV/cm and $1.8\,kT$ at 45 kV/cm. Averaged over directions, this raises the emission of that carrier by factors of about 1.8 and 2.3. For a midgap bulk trap with equal zero-field lifetimes, the same currents would then imply a zero-field $\tau_g$ near 270 µs, about 30 % longer than the value in (e). The velocity $s_g$ would move by less than 1 % through the width ratio. This effect is not included in (e), so both results are best reported as effective values at the operating fields.

The currents and widths used here are illustrative. In a real device the traps may be distributed unevenly in depth, so that one lifetime no longer describes the whole layer, and nonuniform doping changes the width formulas. For this sample at fixed bias, accumulating the surface removes 20 of the 24 pA present in depletion, whereas inverting it removes 12 pA, because the bulk beneath the inverted surface continues to generate. Further numerical values are listed in the numerical output.

## Table of computed values

```
temperature 300 K, thermal voltage 25.85 mV
intrinsic density 1.0e+10 cm^-3, doping 2.0e+15 cm^-3
reverse bias 3.0 V, gate area 0.010 cm2
currents acc, dep, inv: 4.0, 24.0, 12.0 pA
given depletion widths dep, inv: 0.80, 1.53 um
W_inv from bias and doping: 1.527 um
k = sqrt(2 eps/qN): 0.8041 um/V^0.5
Fermi potential 0.3156 V
bulk-side cut potential 0.2976 V
surface-side cut potential 3.3486 V
surface potentials dep, inv: 1.016, 3.646 V
quenched layer, bulk side: 0.419 um
quenched layer, surface side (inversion): 0.064 um
generation widths dep, inv: 0.381, 1.047 um
width ratios W_dep/W_inv, w_dep/w_inv: 0.523, 0.364
q n_i A_G: 16.022 pA per cm/s
(I_inv-I_acc)/(q n_i A_G): 0.4993 cm/s
(I_dep-I_acc)/(q n_i A_G): 1.2483 cm/s
equal-width estimate of s_g: 0.749 cm/s
full depletion widths: tau_g 306.4 us, s_g 0.987 cm/s
generation widths: tau_g 209.6 us, s_g 1.067 cm/s
tau_g ratio, full/generation widths: 1.462
depletion: bulk part 2.91 pA, surface part 17.09 pA
numerical model, I_inv-I_acc: 7.987 pA
numerical model, I_dep-I_acc: 20.013 pA
same with full-width values, inv: 5.463 pA
same with full-width values, dep: 17.817 pA
surface rate factor acc, dep, inv: 6.7e-08, 1.0000, 2.5e-08
largest depletion-width error in tests: 0.00 %
largest generation-width error in tests: 0.44 %
largest extraction error in tests: 0.15 %
strong inversion taken 155 mV beyond onset
growth of depletion width beyond onset: 1.86 %
growth of generation width beyond onset: 0.000 %
tau_g error if strong-inversion width is used: 2.8 %
s_g error if strong-inversion width is used: 0.5 %
half gate strip 20 um, surface mobility 600 cm2/Vs
electron layer thickness in depletion: 10.4 nm
surface generation lost to pile-up: 4.6 % (first order 5.1 %)
gate-edge area scale W_inv/half strip: 7.6 %
substrate diffusion: 0.0029 cm/s, 0.046 pA
surface field dep, inv: 24.7, 47.3 kV/cm
inversion field / rough avalanche field: 0.16
tunnelling mass 0.25 m_e, gap 1.12 eV (rough)
tunnelling gain, bulk mean in inversion: 40 %
tunnelling gain, surface in depletion: 35 %
change of n_i per kelvin: 7.7 %
```
